# The Near-Threshold Fowler Law for Internal Photoemission

If a barrier height is read from a photoyield curve without knowing which combination of yield and photon energy should be straight, the extrapolation can give a wrong barrier even when the data are perfect. In the example treated here, the barrier is 0.816 eV and the photon energies lie 0.11 to 0.27 eV above it. Noise-free yields at zero temperature, plotted as the square root of the yield and extended to zero by a straight line, then return a barrier about 20 meV too low. A different plot of the same yields is wrong by about 1 meV. The choice follows from the threshold law, and the corrections that remain follow from the terms neglected in deriving it.

## 1. Model and conventions

Light is absorbed in a metal film that touches a semiconductor. Some excited electrons cross the interface barrier and are collected. Hartree atomic units are used, so a photon of angular frequency \(\omega\) has energy \(\omega\). The electron mass in the metal is 1, and \(\mu\) is the semiconductor mass divided by it. Energies \(E\) are measured from the bottom of the metal band, where \(E=k^2/2\). The Fermi energy is \(E_F\), and the barrier top lies \(\Phi\) above the Fermi level. Define

\[
E_b=E_F+\Phi,\qquad \Delta=\omega-\Phi .
\]

Thus \(E_b\) is the barrier top seen from the band bottom, and \(\Delta\) is the photon energy in excess of the barrier. The yield \(Y\) is the number of collected electrons per photon absorbed in the metal. The assumptions are these.

1. Each absorbed photon excites one electron. At zero temperature its initial energy is uniformly distributed between \(E_F-\omega\) and \(E_F\), with \(\omega<E_F\).
2. The directions of the excited electrons are isotropic.
3. The film is thin compared with the mean free path. Electrons moving away from the contact are lost.
4. Momentum parallel to the interface is conserved, and the semiconductor's conduction minimum lies at zero parallel momentum.
5. The barrier is smooth enough for classical transmission: an electron with enough normal energy crosses, and any other is turned back.

Isotropy describes the electrons inside the metal. Only those whose directions in the metal lie within a narrow cone about the interface normal can escape, and this restriction supplies one of the two powers in the law. At the barrier top the same electrons are spread over a wide range of angles, because they have lost most of their normal momentum.

## 2. Derivation at zero temperature

**Energy window.** Absorption shifts the initial energies upward by \(\omega\), so the excited energies fill the interval from \(E_F\) to \(E_F+\omega\) with density \(1/\omega\). Those above the barrier top occupy the part from \(E_b\) to \(E_F+\omega\), whose length is

\[
E_F+\omega-(E_F+\Phi)=\Delta .
\]

The fraction with enough total energy is therefore \(\Delta/\omega\).

**Escape cone.** Let \(\theta\) be the angle between the electron's momentum and the interface normal. In the metal \(k^2=2E\), so the parallel momentum obeys \(k_\parallel^2=2E\sin^2\theta\). At the barrier top the available kinetic energy is \(E-E_b\), of which the conserved parallel momentum takes \(k_\parallel^2/(2\mu)\). The electron crosses if something is left for normal motion:

\[
E-E_b-\frac{E\sin^2\theta}{\mu}>0 .
\]

The limiting angle \(\theta_c\) is thus given by

\[
s\equiv\sin^2\theta_c=\frac{\mu(E-E_b)}{E}.
\]

Since \(\omega<E_F\), this expression stays below \(\mu/2\), so it could exceed 1 only for \(\mu>2\) and far above the barrier; near threshold it is small.

**Fraction inside the cone.** For isotropic directions the probability is the solid angle of the cone divided by \(4\pi\):

\[
P(E)=\frac{1}{4\pi}\int_0^{2\pi}d\varphi\int_0^{\theta_c}\sin\theta\,d\theta
=\frac{1-\cos\theta_c}{2}
=\frac{1-\sqrt{1-s}}{2}.
\]

Multiplying numerator and denominator by \(1+\sqrt{1-s}\) gives

\[
P(E)=\frac{s}{2\left(1+\sqrt{1-s}\right)}\approx\frac{s}{4}
\approx\frac{\mu(E-E_b)}{4E_b}.
\]

The last step replaces \(E\) by \(E_b\) in the denominator of \(s\), which is correct to leading order in \((E-E_b)/E_b\). The rationalized form \(s/[2(1+\sqrt{1-s})]\) is also the one to use numerically, because it avoids subtracting nearly equal numbers. No factor of normal velocity appears: we count electrons created once, each of which reaches the contact at most once, and not a steady flux striking a surface.

**Integration.** With \(\varepsilon=E-E_b\),

\[
Y=\frac1\omega\int_{E_b}^{E_F+\omega}P(E)\,dE
\approx\frac{\mu}{4\omega E_b}\int_0^\Delta\varepsilon\,d\varepsilon ,
\]

and therefore

\[
\boxed{\,Y\approx\frac{\mu(\omega-\Phi)^2}{8\,\omega\,(E_F+\Phi)}\,},
\qquad 0<\Delta\ll E_b .
\]

If \(\mu\) is large, the small-cone approximation also requires \(\mu\Delta\ll E_b\). For \(\omega<\Phi\) the zero-temperature yield vanishes. One power of \(\Delta\) comes from the width of the energy window, the other from the growth of the solid angle with energy.

The quantity that is quadratic at leading order is \(\omega Y\). The statement \(Y\propto(\omega-\Phi)^2\) needs the further condition \(\Delta\ll\Phi\), so that \(1/\omega\) hardly changes over the range used.

## 3. Closed form and error of the quadratic law

For equal masses the integral can be done without approximation. With \(\mu=1\), \(1-s=E_b/E\). Writing \(E_m=E_F+\omega=E_b+\Delta\),

\[
Y=\frac{1}{2\omega}\int_{E_b}^{E_m}\left(1-\sqrt{\frac{E_b}{E}}\right)dE
=\frac{1}{2\omega}\Big[E-2\sqrt{E_bE}\Big]_{E_b}^{E_m}.
\]

The bracket equals \(E_m-2\sqrt{E_bE_m}+E_b\), a perfect square, so

\[
Y=\frac{(\sqrt{E_m}-\sqrt{E_b})^2}{2\omega}
=\frac{\Delta^2}{2\omega(\sqrt{E_m}+\sqrt{E_b})^2}.
\]

The second form uses \((\sqrt{E_m}-\sqrt{E_b})(\sqrt{E_m}+\sqrt{E_b})=\Delta\). Since the squared sum lies between \(4E_b\) and \(4E_m\),

\[
\frac{\Delta^2}{8\omega E_m}\le Y\le\frac{\Delta^2}{8\omega E_b}.
\]

The quadratic law is the upper bound. Its ratio to the closed form is \((\sqrt{E_m}+\sqrt{E_b})^2/(4E_b)\approx1+\Delta/(2E_b)\), so its relative excess is about \(\Delta/(2E_b)\).

## 4. Changes of prefactor and changes of exponent

**Excitation spectrum.** Let the normalized density of excited energies be \(p(E)\) instead of \(1/\omega\). If it is smooth and nonzero near the upper edge \(E_m\), it may be taken out of the integral over the short interval above the barrier:

\[
Y\approx p(E_m)\int_0^\Delta\frac{\mu\varepsilon}{4E_b}\,d\varepsilon
=\frac{\mu\,p(E_m)\Delta^2}{8E_b}.
\]

The square survives, and the prefactor changes by \(\omega p(E_m)\). For a density proportional to \(\sqrt{E(E-\omega)}\), the product of free-electron initial and final densities of states, this factor is 1.075 just above threshold for the parameters of Section 6.

**Attenuation.** Now let the film have thickness \(d\) and mean free path \(L\), with uniform absorption, and count scattered electrons as lost. An electron created at distance \(z\) from the contact travels \(z/\cos\theta\) and arrives with probability \(e^{-z/(L\cos\theta)}\). Near threshold the cone closes around the normal, \(\cos\theta\to1\), and the yield is multiplied by

\[
\eta=\frac1d\int_0^d e^{-z/L}\,dz=\frac Ld\left(1-e^{-d/L}\right).
\]

For \(d=2L\) this is 0.4323. At the example energy of Section 6 the full angular integral gives 0.4302, so the dependence on photon energy is weak there. This treats \(L\) as constant and does not describe electrons that escape after scattering or after reflection from the back of the film.

**Abrupt step.** The exponent does change if classical transmission is replaced by that of a sharp potential step. Take \(\mu=1\) and let \(\nu=E\cos^2\theta-E_b\) be the normal energy left above the step. The normal momenta on the two sides are \(q=\sqrt{2(E_b+\nu)}\) and \(q'=\sqrt{2\nu}\). Matching a plane wave and its slope gives the transmission probability

\[
\mathcal T=\frac{4qq'}{(q+q')^2}\approx4\sqrt{\frac{\nu}{E_b}}
\qquad(\nu\ll E_b).
\]

At fixed \(E\), \(d\nu=2E\cos\theta\,d(\cos\theta)\approx2E_b\,d(\cos\theta)\). Hence

\[
P_{\rm step}=\frac12\int\mathcal T\,d(\cos\theta)
\approx\frac{1}{4E_b}\int_0^\varepsilon4\sqrt{\frac{\nu}{E_b}}\,d\nu
=\frac{2\varepsilon^{3/2}}{3E_b^{3/2}},
\]

\[
Y_{\rm step}\approx\frac1\omega\int_0^\Delta\frac{2\varepsilon^{3/2}}{3E_b^{3/2}}\,d\varepsilon
=\frac{4\Delta^{5/2}}{15\,\omega E_b^{3/2}}.
\]

The extra half power is the vanishing transmission of slow electrons. Numerical integration very close to threshold gives exponents of \(\omega Y\) equal to 2.000 for classical transmission and 2.498 for the step. Isotropy alone therefore does not fix the exponent at 2; the transmission must also tend to a nonzero constant. A potential that rises smoothly to a plateau meets this condition only approximately, because electrons whose wavelength beyond the barrier is much longer than the width of the rise are still partly reflected, the more strongly the slower they are. Assumption 5 therefore sets a lower limit on \(\Delta\) for such a barrier. The effect need not be small: for a rise of the form \(E_b/[1+\exp(-x/a)]\) and \(\mu=1\), the zero-temperature line through \(\sqrt{\omega Y}\) over the window of Section 7 misses the barrier by about +23, +4 and −1 meV when the rise from 10% to 90% takes 4, 22 and 88 bohr.

## 5. Finite temperature

Let \(T\) denote temperature times Boltzmann's constant, and let \(e=E-E_F\). The Fermi function is \(f(e)=1/(1+e^{e/T})\), where the \(e\) raised to a power is the base of natural logarithms. We keep \(\Phi\) and the chemical potential fixed, and assume that the thermionic current present in the dark has been subtracted.

An excitation to \(e\) needs a filled state at \(e-\omega\) and an empty one at \(e\), so its weight is \(f(e-\omega)[1-f(e)]\). To normalize it, use \(f(e)/[1-f(e)]=\exp(-e/T)\), which gives

\[
f(e)[1-f(e-\omega)]=\exp(-\omega/T)\,f(e-\omega)[1-f(e)] .
\]

Subtracting this from \(f(e-\omega)[1-f(e)]\) leaves \(f(e-\omega)-f(e)\) on the left. Integrated over energy, the difference of two Fermi functions displaced by \(\omega\) is \(\omega\), with the distant band edge ignored. The normalization is therefore

\[
\int f(e-\omega)[1-f(e)]\,de=\frac{\omega}{1-\exp(-\omega/T)}\approx\omega
\qquad(T\ll\omega).
\]

Above the barrier \(e\ge\Phi\gg T\), so \(1-f(e)\approx1\). With the leading cone fraction and the substitutions \(y=(e-\Phi)/T\), \(x=\Delta/T\),

\[
Y\approx\frac{\mu}{4\omega E_b}\int_\Phi^\infty(e-\Phi)f(e-\omega)\,de
=\frac{\mu T^2}{4\omega E_b}F(x),
\]

\[
F(x)=\int_0^\infty\frac{y\,dy}{1+\exp(y-x)}=-\mathrm{Li}_2(-\exp x).
\]

The dilogarithm follows for \(x<0\) by expanding the integrand in powers of \(\exp(x-y)\) and integrating term by term, which gives \(\sum_{n\ge1}(-1)^{n+1}\exp(nx)/n^2\); analytic continuation extends it to \(x>0\).

To find the limit far above threshold, differentiate \(F\) and integrate by parts:

\[
F'(x)=\int_0^\infty\frac{dy}{1+\exp(y-x)}=\ln(1+\exp x).
\]

Then \(\frac{d}{dx}[F(x)+F(-x)]=F'(x)-F'(-x)=x\). Integrating from zero, with \(F(0)=1-\tfrac14+\tfrac19-\dots=\pi^2/12\),

\[
F(x)=\frac{x^2}{2}+\frac{\pi^2}{6}-F(-x).
\]

There are three regimes:

- For \(\Delta\gg T\), \(F(-x)\approx\exp(-x)\) is negligible. The square law returns, with relative thermal excess \(\pi^2T^2/(3\Delta^2)\).
- At \(\omega=\Phi\) the yield is \(\mu\pi^2T^2/(48\,\omega E_b)\), not zero.
- Below threshold by many \(T\), \(F(x)\approx\exp(x)\), an exponential tail from electrons initially above the Fermi level.

Where transmission is classical and \(\mu\) is not much larger than 1, the plain quadratic law thus needs \(T\ll\Delta\ll E_b\): too close to threshold temperature spoils it, too far above it the neglected terms of order \(\Delta/E_b\) in the escape fraction do.

## 6. Worked example

Take round model parameters: \(E_F=0.200\), \(\Phi=0.030\) (0.816 eV), \(\mu=1\) and \(\omega=0.040\), all energies in hartree. Then \(E_b=0.230\), \(\Delta=0.010\) and \(E_m=0.240\).

The fraction excited above the barrier is \(0.010/0.040=0.25\). At the highest energy \(\sin^2\theta_c=0.010/0.240=0.0417\), so \(\theta_c=11.8^\circ\) and the escape fraction is 0.0105. Averaged over all energies above the barrier it is 0.00532, about half as large, as expected for a fraction that grows almost linearly from zero. The yield is

\[
Y=0.25\times0.00532=1.33\times10^{-3}.
\]

The quadratic law gives

\[
Y\approx\frac{(0.010)^2}{8\times0.040\times0.230}=1.359\times10^{-3},
\]

which is 2.2% above the closed form, in agreement with \(\Delta/(2E_b)=0.010/0.460\). A direct count of escaping electrons on a grid of energies and directions gives \(1.330\times10^{-3}\), between the two bounds \(1.302\times10^{-3}\) and \(1.359\times10^{-3}\). Halving the semiconductor mass narrows the cone, and the count falls to \(6.63\times10^{-4}\), close to half.

The following yields are in units of \(10^{-4}\) per absorbed photon.

| \(\omega\) (hartree) | Closed, 0 K | Quadratic, 0 K | Full cone, 300 K |
|---|---|---|---|
| 0.032 | 0.676 | 0.679 | 1.138 |
| 0.034 | 2.536 | 2.558 | 2.994 |
| 0.036 | 5.365 | 5.435 | 5.796 |
| 0.038 | 8.998 | 9.153 | 9.401 |
| 0.040 | 13.299 | 13.587 | 13.678 |

From 0.034 to 0.038 hartree \(\Delta\) doubles, but the closed-form yield rises by a factor 3.55, not 4. Multiplying by the ratio of photon energies, \(0.038/0.034\), gives 3.97 for \(\omega Y\). Most of the departure from a square was the factor \(1/\omega\).

At 300 K, \(T=9.50\times10^{-4}\) hartree. The yield at 0.032 hartree is 68% above its cold value, because \(\Delta\) is only about \(2T\) there. At 0.040 hartree the excess is 2.8%. The cold quadratic law then lies within 1% of the warm yield, but this is a cancellation: it overstates the cone and omits the thermal excess. Agreement at one photon energy is not evidence that both corrections are small.

## 7. Extracting the barrier

Let \(G(\omega)\) be the plotted quantity. Its tangent at \(\omega\) meets zero at \(\omega-G/G'\), so each correction can be turned into a shift of the apparent barrier.

**Higher-order terms of the cone fraction.** For \(\mu=1\) at zero temperature, \(G=\sqrt{\omega Y}=(\sqrt{E_b+\Delta}-\sqrt{E_b})/\sqrt2\). Its derivative is \(1/(2\sqrt2\sqrt{E_b+\Delta})\), and

\[
\frac{G}{G'}=2(E_b+\Delta)-2\sqrt{E_b(E_b+\Delta)}
\approx\Delta+\frac{\Delta^2}{4E_b},
\]

where the root was expanded to second order in \(\Delta/E_b\). The intercept is \(\Phi-\Delta^2/(4E_b)\). This cone shift has two parts of opposite sign. Expanding \(P\approx\frac{s}{4}\left(1+\frac{s}{4}\right)\) with \(s\approx\frac{\mu\varepsilon}{E_b}\left(1-\frac{\varepsilon}{E_b}\right)\), the factor \(1/E\) in \(s\) contributes \(-\Delta^2/(3E_b)\) and the curvature of the square root contributes \(+\mu\Delta^2/(12E_b)\), so for general \(\mu\) the shift is \(-(4-\mu)\Delta^2/(12E_b)\).

**Plotting \(\sqrt Y\).** With the leading law \(G\propto\Delta/\sqrt\omega\),

\[
\frac{G'}{G}=\frac1\Delta-\frac1{2\omega},\qquad
\frac{G}{G'}=\frac{2\omega\Delta}{2\omega-\Delta}
=\Delta+\frac{\Delta^2}{2\omega-\Delta}.
\]

The intercept is lowered by \(\Delta^2/(2\omega-\Delta)\).

**Temperature.** For \(\Delta\gg T\), \(\omega Y\propto\Delta^2+\pi^2T^2/3\). Since \(G'/G\) is half the logarithmic derivative of \(G^2\),

\[
\frac{G}{G'}=\frac{\Delta^2+\pi^2T^2/3}{\Delta}
=\Delta+\frac{\pi^2T^2}{3\Delta},
\]

and the intercept is lowered by \(\pi^2T^2/(3\Delta)\).

These shifts can be compared with fits to seven noise-free model yields between 0.034 and 0.040 hartree. At the centre \(\Delta=0.007\) hartree, and the three formulas give about 1.4, 20 and 12 meV. For \(\mu=1\), as here, the cone shift is present in each straight-line fit, and to leading order the shifts add. The expected lowering is therefore about 1.4 meV for the cold line through \(\sqrt{\omega Y}\), 21 meV for the cold line through \(\sqrt Y\), and 13 meV for the line through \(\sqrt{\omega Y}\) at 300 K. The fitted barriers, against the 0.8163 eV put in, are:

- 0 K, line through \(\sqrt{\omega Y}\): 0.8150 eV, an error of −1.3 meV.
- 0 K, line through \(\sqrt Y\): 0.7966 eV, an error of −19.7 meV.
- 300 K, line through \(\sqrt{\omega Y}\): 0.8021 eV, an error of −14.2 meV.
- 300 K, thermal function: 0.8150 eV, an error of −1.3 meV.

The signs and sizes agree with the estimates. Equality is not expected, since a line fitted over a window is not a tangent at its centre.

The last fit varies the trial barrier \(\Phi'\) to minimize the variance of \(\ln(\omega Y)-\ln F[(\omega-\Phi')/T]\), which leaves the overall scale free. It removes the thermal shift; the small error left is the cone shift, which \(F\) does not contain: about −1.8 meV from the factor \(1/E\) in \(s\), offset by about +0.5 meV from the curvature of the square root.

For a contact that meets the assumptions of Section 1, first convert the measured current to electrons per absorbed photon, then multiply by \(\omega\) and fit \(F\) at the known temperature. Real contacts meet these assumptions only in part. The fit returns the barrier top at the field of the measurement, which the image force lowers by \(\sqrt{\mathcal E/\epsilon}\) for a field \(\mathcal E\) and dielectric constant \(\epsilon\): about 35 meV at \(10^5\) V/cm for \(\epsilon\approx12\). Tunnelling near that rounded top lowers the fitted value further; treating the top as a parabola, the estimate at the same field is about 2 meV for \(\mu=0.26\) and 8 meV for \(\mu=0.067\), and it grows quickly with the field. The value \(\mu=1\) used above is a model choice, and assumption 4 fails for conduction valleys that lie off the interface normal. The assumption of classical transmission matters: for the leading step law \(\sqrt{\omega Y}\propto\Delta^{5/4}\), so the tangent meets zero \(\Delta/5\) above the true barrier. At \(\Delta=0.007\) hartree this would be 38 meV; with the full step transmission of Section 4 the shift is about 31 meV. If an uncorrected smooth factor \(g(\omega)\) remains, such as an absorbed fraction, then \(G\propto\Delta\sqrt g\) and

\[
\frac{G}{G'}=\left(\frac1\Delta+\frac{g'}{2g}\right)^{-1}
\approx\Delta-\frac{\Delta^2g'}{2g}.
\]

For a tangent at zero temperature, the apparent barrier moves by \(+\Delta^2g'/(2g)\), while a constant factor has no effect. Repeating the fit with a lower upper limit exposes such shifts, because they shrink as the window moves toward threshold, provided \(\Delta\) stays well above \(T\). The \(\Delta^2\) law is that of a tangent; a fit whose lower limit stays fixed follows it only roughly. For a straight-line fit the thermal shift instead grows as \(\Delta\) falls, so lowering the window without the thermal function makes that error worse. The numerical output below lists the values at higher precision; they test the analysis within this model, not the accuracy of a measured contact.

## Computed values

```
Fermi energy: 0.200 hartree
Barrier put in: 0.030000 hartree = 0.8163 eV
Barrier top above band bottom: 0.230 hartree
Temperature: 300 K; kT: 9.500435e-04 hartree
Example photon energy: 0.040 hartree
Example excess energy: 0.010 hartree
Fraction excited above barrier: 0.2500 (no unit)
Largest escape angle: 11.778 degrees
Escape fraction at highest energy: 0.010527 (no unit)
Mean escape fraction above barrier: 0.005320 (no unit)
Directly counted yield: 1.329950e-03 per photon
Closed-form yield: 1.329938e-03 per photon
Leading yield, upper bound: 1.358696e-03 per photon
Lower bound: 1.302083e-03 per photon
Leading yield too high by: 2.162 percent
Counted yield, mass ratio 0.5: 6.625875e-04 per photon
Photon energy (hartree); yields per photon: closed, leading, 300 K
  0.032  6.76410e-05  6.79348e-05  1.13775e-04
  0.034  2.53554e-04  2.55754e-04  2.99381e-04
  0.036  5.36503e-04  5.43478e-04  5.79585e-04
  0.038  8.99751e-04  9.15332e-04  9.40093e-04
  0.040  1.32994e-03  1.35870e-03  1.36779e-03
300 K yield at threshold: 2.67158e-05 per photon
Threshold exponent of omega*Y, smooth: 2.0000 (no unit)
Threshold exponent of omega*Y, step: 2.4984 (no unit)
Density-weighted spectrum factor: 1.07544 (no unit)
Film thickness: 2.0 mean free paths
Film factor, threshold limit: 0.43233 (no unit)
Film factor at example energy: 0.43023 (no unit)
Fit window: 0.034 to 0.040 hartree, 7 points
Barrier, 0 K, line in sqrt(omega*Y): 0.029952 hartree = 0.8150 eV
  error: -1.31 meV
Barrier, 0 K, line in sqrt(Y): 0.029275 hartree = 0.7966 eV
  error: -19.72 meV
Barrier, 300 K, line in sqrt(omega*Y): 0.029478 hartree = 0.8021 eV
  error: -14.21 meV
Barrier, 300 K, thermal function: 0.029952 hartree = 0.8150 eV
  error: -1.32 meV
```
